# Why a diagonal lattice step is stiff although rearranging it costs nothing: test program

```python
"""
Result under test: on a square lattice with nearest-neighbour edge energy eps,
a diagonal step has low-temperature stiffness sqrt(2)*kT/a.

a      lattice spacing             eps    energy of one step edge
w      exp(-eps/kT)                theta  angle from a close-packed row
m, n   net edges along x and y     delta  extra energy of one corner
stiffness = beta + d^2 beta/d theta^2, beta = step free energy per length.
In the tests lengths are in units of a and energies in units of kT.
"""
from itertools import combinations
from math import comb, cos, exp, log, pi, radians, sin, sqrt

import numpy as np
from scipy.constants import e as elementary_charge, k as boltzmann
from scipy.special import gammaln


def count_self_avoiding(m, n, edges):
    """Exhaustive count of self-avoiding walks (0,0)->(m,n) of given length."""
    visited = {(0, 0)}

    def extend(x, y, left):
        if abs(m - x) + abs(n - y) > left:
            return 0
        if left == 0:
            return 1
        total = 0
        for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1)):
            site = (x + dx, y + dy)
            if site not in visited:
                visited.add(site)
                total += extend(site[0], site[1], left - 1)
                visited.remove(site)
        return total

    return extend(0, 0, edges)


def backward_ratio(m, n):
    """Chains with one backward edge, divided by the shortest chains."""
    return n * (n + 1) / (m + 1) + m * (m + 1) / (n + 1)


# --- counts of shortest chains and of chains with one backward edge
for m, n in ((1, 1), (3, 2), (4, 3), (4, 4), (5, 2)):
    shortest = count_self_avoiding(m, n, m + n)
    longer = count_self_avoiding(m, n, m + n + 2)
    assert all(count_self_avoiding(m, n, q) == 0 for q in range(m + n))
    assert count_self_avoiding(m, n, m + n + 1) == 0
    assert shortest == comb(m + n, m)
    assert abs(longer / shortest - backward_ratio(m, n)) < 1e-12
count_44 = count_self_avoiding(4, 4, 8)
longer_44 = count_self_avoiding(4, 4, 10)


# --- broken bonds counted on occupation maps of all shortest chains
def broken_bonds(word, n):
    """First- and second-neighbour bonds cut by a staircase of R and U."""
    heights, height = [], 0
    for letter in word:
        if letter == "R":
            heights.append(height)
        else:
            height += 1
    rows = np.arange(-2, n + 3)
    occ = rows[None, :] < np.array(heights)[:, None]
    first = np.sum(occ[:, 1:] != occ[:, :-1]) + np.sum(occ[1:] != occ[:-1])
    second = (np.sum(occ[1:, 1:] != occ[:-1, :-1])
              + np.sum(occ[1:, :-1] != occ[:-1, 1:]))
    return int(first), int(second)


first_values, second_values = set(), set()
for ups in combinations(range(8), 4):
    word = "R" + "".join("U" if i in ups else "R" for i in range(8)) + "R"
    corners = sum(p != q for p, q in zip(word, word[1:]))
    first, second = broken_bonds(word, 4)
    first_values.add(first)
    second_values.add(second)
    assert second == 2 * (len(word) - 1) - corners
assert first_values == {10}
assert len(second_values) > 1


# --- stiffness at several angles from factorial counts
def line_free_energy(theta, edge_energy, length=1.0e6):
    m, n = length * cos(theta), length * sin(theta)
    entropy = gammaln(m + n + 1) - gammaln(m + 1) - gammaln(n + 1)
    return (edge_energy * (m + n) - entropy) / length


def numerical_stiffness(theta, edge_energy, h=0.005):
    mid = line_free_energy(theta, edge_energy)
    side = (line_free_energy(theta + h, edge_energy)
            + line_free_energy(theta - h, edge_energy))
    return mid + (side - 2 * mid) / h**2


def formula_stiffness(theta):
    return 1 / (sin(theta) * cos(theta) * (sin(theta) + cos(theta)))


angle_table = []
for degrees in (20, 30, 45, 65):
    theta = radians(degrees)
    with_energy = numerical_stiffness(theta, 5.0)
    entropy_only = numerical_stiffness(theta, 0.0)
    assert abs(with_energy / formula_stiffness(theta) - 1) < 1e-3
    assert abs(with_energy - entropy_only) < 1e-4
    angle_table.append((degrees, with_energy, formula_stiffness(theta)))
energy_share = numerical_stiffness(pi / 4, 5.0) - numerical_stiffness(pi / 4, 0.0)
entropy_density = 5.0 * sqrt(2) - line_free_energy(pi / 4, 5.0)
assert abs(entropy_density - sqrt(2) * log(2)) < 1e-4

# --- same stiffness from the cost of a transverse end displacement
edges = 20000
half = edges // 2
# Moving one edge from y to x shifts the end by sqrt(2) across the diagonal.
log_ratio = log(comb(edges, half + 1) / comb(edges, half))
curvature = -2 * log_ratio / 2
displacement_stiffness = curvature * edges / sqrt(2)
assert abs(displacement_stiffness / sqrt(2) - 1) < 1e-3

# --- first thermal correction, from the verified ratio of chain counts
second_difference = (backward_ratio(half + 1, half - 1)
                     + backward_ratio(half - 1, half + 1)
                     - 2 * backward_ratio(half, half))
thermal_coefficient = second_difference / 2 * edges / sqrt(2) / sqrt(2)
assert abs(thermal_coefficient - 8) < 0.01


# --- midpoint variance of a diagonal chain pinned at both ends
def pinned_midpoint_variance(total_edges):
    h, q = total_edges // 2, total_edges // 4
    weights = [comb(h, j) ** 2 for j in range(h + 1)]
    moment = sum(wt * (j - q) ** 2 for j, wt in enumerate(weights))
    return 2 * (moment / sum(weights))


pinned_edges = 560
midpoint_sum = pinned_midpoint_variance(pinned_edges)
midpoint_formula = (pinned_edges / sqrt(2)) / (4 * sqrt(2))
assert abs(midpoint_sum / midpoint_formula - 1) < 5e-3


# --- corner energy: Boltzmann-weighted recursion over all shortest chains
def corner_stiffness(corner_weight, total_edges=2000):
    right = np.zeros(total_edges + 1)
    up = np.zeros(total_edges + 1)
    right[1] = up[0] = 0.5
    for _ in range(total_edges - 1):
        new_right = np.zeros_like(right)
        new_right[1:] = right[:-1] + corner_weight * up[:-1]
        new_up = up + corner_weight * right
        norm = new_right.sum() + new_up.sum()
        right, up = new_right / norm, new_up / norm
    across = (2 * np.arange(total_edges + 1) - total_edges) / sqrt(2)
    variance = np.sum((right + up) * across**2)
    return (total_edges / sqrt(2)) / variance


for corner_weight in (0.5, 1.0, 2.0, 3.0):
    ratio = corner_stiffness(corner_weight) / (sqrt(2) * corner_weight)
    assert abs(ratio - 1) < 3e-3

# --- worked example
a_nm, eps_eV, T_K = 0.25, 0.13, 300.0
delta_eV, terrace_nm = -0.02, 10.0
kB_eV = boltzmann / elementary_charge
kT = kB_eV * T_K
w = exp(-eps_eV / kT)
stiff = sqrt(2) * kT / a_nm
stiff_pN = stiff * elementary_charge / 1e-9 * 1e12
beta_energy = sqrt(2) * eps_eV / a_nm
beta_free = sqrt(2) * (eps_eV - kT * log(2)) / a_nm

# straight step: jump variance summed explicitly, compared with closed form
jumps = np.arange(-200, 201)
jump_weights = w ** np.abs(jumps)
jump_variance = np.sum(jumps**2 * jump_weights) / np.sum(jump_weights)
straight = kT / a_nm * (1 - w) ** 2 / (2 * w)
assert abs(kT / (a_nm * jump_variance) / straight - 1) < 1e-10

pinned_length = pinned_edges * a_nm / sqrt(2)
rms_sum = a_nm * sqrt(midpoint_sum)
rms_formula = sqrt(kT * pinned_length / (4 * stiff))
assert abs(rms_sum / rms_formula - 1) < 3e-3
corner_factor = exp(-delta_eV / kT)
corner_numeric = corner_stiffness(corner_factor) * kT / a_nm
assert abs(corner_numeric / (stiff * corner_factor) - 1) < 3e-3
meeting_length = terrace_nm**2 * stiff / kT

print("COUNTS AND TESTS")
print(f"shortest chains to (4,4): {count_44}")
print(f"chains with one backward edge to (4,4): {longer_44}")
print(f"first-neighbour bonds cut, all (4,4) chains: {sorted(first_values)}")
print(f"second-neighbour bonds cut, range: "
      f"{min(second_values)} to {max(second_values)}")
print("(bond counts include one added flat edge at each end)")
print("angle (deg), stiffness from counts, from formula (kT/a):")
for degrees, numeric, formula in angle_table:
    print(f"  {degrees:2d}  {numeric:.4f}  {formula:.4f}")
print(f"energy share of 45 deg stiffness, eps=5kT: {energy_share:.1e} kT/a")
print(f"45 deg stiffness from end shift: {displacement_stiffness:.4f} kT/a")
print(f"coefficient of w^2 in relative loss: {thermal_coefficient:.3f}")
print("EXAMPLE INPUTS (rough model values)")
print(f"lattice spacing a = {a_nm:.2f} nm")
print(f"edge energy eps = {eps_eV:.2f} eV")
print(f"temperature T = {T_K:.0f} K")
print(f"assumed corner energy delta = {delta_eV:.2f} eV")
print(f"assumed terrace width = {terrace_nm:.0f} nm")
print("EXAMPLE RESULTS")
print(f"kT = {kT:.5f} eV")
print(f"eps/kT = {eps_eV / kT:.3f}")
print(f"w = exp(-eps/kT) = {w:.3e}")
print(f"diagonal stiffness = {stiff:.4f} eV/nm")
print(f"diagonal stiffness = {stiff_pN:.2f} pN")
print(f"diagonal step energy = {beta_energy:.4f} eV/nm")
print(f"diagonal step free energy = {beta_free:.4f} eV/nm")
print(f"straight-step stiffness = {straight:.3f} eV/nm")
print(f"straight/diagonal stiffness = {straight / stiff:.1f}")
print(f"kT/stiffness, diagonal = {kT / stiff:.4f} nm")
print(f"pinned step: {pinned_edges} edges, length {pinned_length:.2f} nm")
print(f"midpoint rms, exact count = {rms_sum:.3f} nm")
print(f"midpoint rms, formula = {rms_formula:.3f} nm")
print("NEGLECTED EFFECTS")
print("T (K), stiffness (eV/nm), relative loss 8w^2:")
for temperature in (300.0, 600.0, 900.0):
    kT_here = kB_eV * temperature
    loss = 8 * exp(-2 * eps_eV / kT_here)
    print(f"  {temperature:.0f}  {sqrt(2) * kT_here / a_nm:.4f}  {loss:.2e}")
print(f"corner factor exp(-delta/kT) = {corner_factor:.3f}")
print(f"stiffness with corner energy = {stiff * corner_factor:.4f} eV/nm")
print(f"same from weighted recursion = {corner_numeric:.4f} eV/nm")
print(f"corner energy that doubles stiffness = {-kT * log(2):.4f} eV")
print(f"length to wander one terrace width = {meeting_length:.0f} nm")
print("ALL CHECKS PASSED")
```

It prints:

```
COUNTS AND TESTS
shortest chains to (4,4): 70
chains with one backward edge to (4,4): 560
first-neighbour bonds cut, all (4,4) chains: [10]
second-neighbour bonds cut, range: 10 to 16
(bond counts include one added flat edge at each end)
angle (deg), stiffness from counts, from formula (kT/a):
  20  2.4277  2.4276
  30  1.6906  1.6906
  45  1.4142  1.4142
  65  1.9647  1.9646
energy share of 45 deg stiffness, eps=5kT: 1.5e-05 kT/a
45 deg stiffness from end shift: 1.4141 kT/a
coefficient of w^2 in relative loss: 7.999
EXAMPLE INPUTS (rough model values)
lattice spacing a = 0.25 nm
edge energy eps = 0.13 eV
temperature T = 300 K
assumed corner energy delta = -0.02 eV
assumed terrace width = 10 nm
EXAMPLE RESULTS
kT = 0.02585 eV
eps/kT = 5.029
w = exp(-eps/kT) = 6.548e-03
diagonal stiffness = 0.1462 eV/nm
diagonal stiffness = 23.43 pN
diagonal step energy = 0.7354 eV/nm
diagonal step free energy = 0.6340 eV/nm
straight-step stiffness = 7.793 eV/nm
straight/diagonal stiffness = 53.3
kT/stiffness, diagonal = 0.1768 nm
pinned step: 560 edges, length 98.99 nm
midpoint rms, exact count = 2.094 nm
midpoint rms, formula = 2.092 nm
NEGLECTED EFFECTS
T (K), stiffness (eV/nm), relative loss 8w^2:
  300  0.1462  3.43e-04
  600  0.2925  5.24e-02
  900  0.4387  2.80e-01
corner factor exp(-delta/kT) = 2.168
stiffness with corner energy = 0.3170 eV/nm
same from weighted recursion = 0.3169 eV/nm
corner energy that doubles stiffness = -0.0179 eV
length to wander one terrace width = 566 nm
ALL CHECKS PASSED
```
